# Temperature rise of a strip heater on silica

## Problem

A thin metal strip of width $w=2$ µm and length $L=100$ µm lies on a silica layer of thickness $t=2$ µm. Under the silica is a silicon substrate that serves as a heat sink. The strip dissipates $P=10$ mW in steady operation. Take the conductivity of silica as $k=1.4$ W/(m K), a rough typical value.

(a) Estimate the temperature rise of the heater by letting the heat flow straight down.

(b) Show that this estimate is an upper bound, and state for which model.

(c) Find how far sideways spreading of the heat lowers the rise, and compare oxides of different thickness.

(d) Decide whether the conclusion survives the effects left out of the model.

## Model and conventions

Heat conduction is classical: the heat flux is $-k\nabla T$, and in the steady state $\nabla^2T=0$ inside the silica. $T$ is the rise above the sink temperature. The coordinate $x$ runs across the heater from its centre line, $y$ runs along it, and $z$ runs downward from the oxide surface.

The bottom of the oxide is an ideal sink, $T=0$ at $z=t$. No heat leaves through the top. The power enters uniformly under the heater, with flux

$$q=\frac{P}{wL}=\frac{10^{-2}\ \text{W}}{2\times10^{-10}\ \text{m}^2}=5\times10^{7}\ \text{W/m}^2 .$$

## (a) Straight-down flow

If the heat stays in the column below the heater, the flux is $q$ at every depth and the temperature falls linearly from $T_1$ to zero. Then $q=kT_1/t$, so

$$T_1=\frac{qt}{k}=\frac{Pt}{kwL}
=\frac{(5\times10^{7})(2\times10^{-6})}{1.4}\ \text{K}=71.4\ \text{K}.$$

The corresponding thermal resistance is $T_1/P=7.14$ K/mW.

## (b) Why this is an upper bound

Compare the true field $T$ with the field of a slab heated over its whole surface, $U(z)=q(t-z)/k$, whose surface value is $T_1$. The difference $D=U-T$ satisfies $\nabla^2D=0$ and vanishes at $z=t$. The flux entering its top surface is $s=0$ under the heater and $s=q$ elsewhere, so $s\ge0$. A slab that is only heated should nowhere be colder than its sink. To prove this, let $D_-$ equal $D$ where $D<0$ and zero elsewhere. Multiply $\nabla^2D=0$ by $D_-$ and integrate by parts:

$$\int|\nabla D_-|^2\,dV=\int_{\rm top}D_-\,\frac{s}{k}\,dA\le0 .$$

The bottom contributes nothing because $D=0$ there. The distant sides contribute nothing because $U\ge0$ gives $|D_-|\le|T|$, and $T$ dies away far from the heater. The left side cannot be negative, so $D_-$ is constant, and its value at the sink makes it zero. Hence $T\le U\le T_1$ everywhere.

The argument covers the finite length of the heater. It needs an ideal sink directly under the oxide, a constant $k$, and no heat entering from elsewhere.

A metal strip may conduct well enough to have one temperature $V$ instead of a uniform flux. The bound still holds. Take $U=V(1-z/t)$ and $D=U-T$. Now $D=0$ on the heater, and elsewhere on top the flux into $D$ is $kV/t>0$. The same integral gives $D\ge0$. Since $D$ starts from zero under the heater, it cannot decrease with depth there, so the local flux $-k\,\partial_zT$ is at least $kV/t$. Adding this over the heater gives $P\ge kVwL/t$, which is $V\le T_1$.

## (c) The effect of spreading

**One line of heat.** The heater is much longer than the oxide is thick, so away from its ends the problem is two-dimensional. Consider first a line source along $y$ at $x=z=0$, releasing power $p$ per unit length. Its field is

$$T_{\rm line}=-\frac{p}{\pi k}\,\ln\left|\tanh\frac{\pi(x+iz)}{4t}\right| .$$

This can be verified condition by condition.

- The logarithm of the modulus is the real part of the logarithm of an analytic function. It satisfies Laplace's equation wherever that function has no zero or pole, and in $0\le z\le t$ the hyperbolic tangent has just one zero, at the source, and no pole (the nearest pole is at $x=0$, $z=2t$).
- At the bottom the argument is $a+i\pi/4$ with $a=\pi x/4t$. The addition formula gives $\tanh(a+i\pi/4)=(\tanh a+i)/(1+i\tanh a)$. Numerator and denominator have equal modulus, so the logarithm is zero and $T=0$.
- Replacing $z$ by $-z$ conjugates the tangent and leaves its modulus unchanged. The field is even in $z$, so $\partial_zT=0$ on the top surface away from the source.
- Close to the source $\tanh\zeta\approx\zeta$, so $T\approx-(p/\pi k)\ln r+\text{const}$. The heat crossing a half circle is $-k(\partial_rT)\,\pi r=p$, as required.

On the surface $z=0$ the field is $(p/\pi k)\ln\coth(\pi|x|/4t)$.

**From lines to a strip.** Divide the heater into lines with $p=q\,ds$, where $s$ is the distance from the point of observation. The part of the heater that reaches from this point to a distance $d$ on one side contributes

$$\frac{q}{\pi k}\int_0^d\ln\coth\frac{\pi s}{4t}\,ds
=\frac{4qt}{\pi^2k}\int_0^{\pi d/4t}\ln\coth u\,du
=\frac{T_1}{2}\,G(d),$$

where $u=\pi s/4t$ and

$$G(d)=\frac{8}{\pi^2}\int_0^{\pi d/4t}\ln\coth u\,du .$$

To evaluate $G$, write $\coth u=(1+e^{-2u})/(1-e^{-2u})$ and expand both logarithms. The even powers cancel and the odd ones double:

$$\ln\coth u=2\sum_{n\ \rm odd}\frac{e^{-2nu}}{n}.$$

Integrating each term from $0$ to $\pi d/4t$ gives $(1-e^{-n\pi d/2t})/n^2$. The sum of $1/n^2$ over all positive integers is $\pi^2/6$, and the even integers supply a quarter of it, so the odd ones supply $\pi^2/8$. Therefore

$$G(d)=1-\frac{8}{\pi^2}\sum_{n\ \rm odd}\frac{e^{-n\pi d/2t}}{n^2}<1 .$$

A point $x$ inside the strip has heater on both sides, out to $w/2+x$ and $w/2-x$:

$$T(x)=\frac{T_1}{2}\left[G\!\left(\tfrac w2+x\right)+G\!\left(\tfrac w2-x\right)\right].$$

The slope $G'(d)=(2/\pi t)\ln\coth(\pi d/4t)$ decreases with $d$, so $G$ is concave. The average of $G$ at two distances is then at most $G$ at their mean, $w/2$. Within the strip the centre is hottest:

$$T_c=T_1\,G(w/2).$$

At the edge one distance is zero and the other is $w$, so the rise there is $T_1G(w)/2$.

**Numbers.** Here $w=t$, and the exponent for $d=w/2$ is $n\pi/4$. The first three terms of the sum are 0.45594, 0.01053 and 0.00079, together 0.46726. Thus

$$G(w/2)=1-0.8106\times0.4673=0.621,\qquad T_c=0.621\times71.4\ \text{K}=44.4\ \text{K}.$$

The centre resistance is 4.44 K/mW. Spreading has removed 27 K from the straight-down estimate. The edge rise is 29.7 K. A separate finite-volume solution of the conduction equation on a grid also gives 44.4 K at the centre.

**Average over the width.** The electrical resistance of a heater responds to its average temperature more directly than to its peak. Each of the two terms in $T(x)$ integrates to $\int_0^wG(s)\,ds$, so

$$T_m=\frac{T_1}{w}\int_0^wG(s)\,ds
=T_1\left[1-\frac{16t}{\pi^3w}\sum_{n\ \rm odd}\frac{1-e^{-n\pi w/2t}}{n^3}\right].$$

The factor $16t/\pi^3$ is $8/\pi^2$ times the $2t/\pi$ produced by integrating the exponential. For the present heater $T_m=40.3$ K. If the strip is instead isothermal across its width, solving numerically for the flux distribution that makes it so gives 38.1 K.

**A hand estimate.** Suppose the heat path widens at 45 degrees on each side, so that its width at depth $z$ is $w+2z$. Adding the resistances of successive layers gives

$$T_{45}=\frac{P}{kL}\int_0^t\frac{dz}{w+2z}
=\frac{P}{2kL}\ln\left(1+\frac{2t}{w}\right)
=T_1\,\frac{w}{2t}\ln\left(1+\frac{2t}{w}\right).$$

For $w=t$ this is $71.4\times\tfrac12\ln3=39.2$ K, within 3% of $T_m$. The angle is an assumption, so the rule needs comparison with the solution at other thicknesses.

**Three thicknesses.** In the table $w$, $L$, $P$ and $k$ are fixed and $t$ changes. The temperatures are computed from unrounded ratios.

| $t$ (µm) | $w/t$ | $T_1$ (K) | $T_c/T_1$ | $T_m/T_1$ | $T_{45}/T_1$ | $T_c$ (K) |
|---|---|---|---|---|---|---|
| 0.5 | 4 | 17.9 | 0.965 | 0.865 | 0.811 | 17.2 |
| 2 | 1 | 71.4 | 0.621 | 0.565 | 0.549 | 44.4 |
| 4 | 0.5 | 142.9 | 0.419 | 0.389 | 0.402 | 59.8 |

The 45-degree rule lies below the average in the first two rows and above it in the last. It is therefore an approximation and not a bound. Its largest deviation from $T_m$ in the table is about 6%.

Doubling the oxide from 2 to 4 µm doubles $T_1$, but raises the centre temperature by only about 35%. The extra oxide lies where the heat has already spread.

**Wide and narrow heaters.** For $w\gg t$ the first exponential dominates the correction:

$$\frac{T_c}{T_1}\approx1-\frac{8}{\pi^2}e^{-\pi w/4t}.$$

The centre of a wide heater does not feel its edges, and at $w/t=8$ the ratio is already 0.9985. The average approaches $T_1$ more slowly, with a deficit proportional to $t/w$, because the edges remain cool.

For $w\ll t$ use $\ln\coth u\approx-\ln u$ in the integral for $G$. With $u_0=\pi w/8t$ the integral is $u_0(1-\ln u_0)$, and

$$T_c\approx T_1\,\frac{w}{\pi t}\left[1+\ln\frac{8t}{\pi w}\right]
=\frac{P}{\pi kL}\left[1+\ln\frac{8t}{\pi w}\right].$$

The rise now grows logarithmically with oxide thickness. At $w/t=0.5$ the formula gives $T_c/T_1=0.418$, against 0.419 from the full series. This limit still requires $t\ll L$; otherwise the heat also spreads along the heater.

**The ends.** For a heater of finite length, a small surface source $q\,dA$ on a half-space gives $q\,dA/(2\pi kr)$. The sink and the adiabatic top are imposed by image sources at $z=2nt$ with signs $(-1)^n$, for all integers $n$. Summing them over the 100 µm heater leaves the centre at 44.4 K. At an end, on the axis, the rise is 22.2 K. This is half the central value because two long heaters joined end to end contribute equally at the joint. The average along the axis is 44.0 K, so the ends lower it by about 1%.

## (d) What the model leaves out

**The silicon.** Silicon is not an ideal sink. With conductivity $k_{\rm Si}=140$ W/(m K), a rough room-temperature value, let the full flux enter a silicon half-space over the heater's own footprint. Heat really arrives over a wider area, so this is a deliberately high estimate.

The rise at the centre of the footprint is the integral of $q/(2\pi k_{\rm Si}r)$ over four quadrants with sides $a=w/2$ and $b=L/2$. For one quadrant the $y$ integral of $1/r$ is $\operatorname{arsinh}(b/x)$, and integration by parts gives

$$\int_0^a\operatorname{arsinh}\frac bx\,dx
=a\operatorname{arsinh}\frac ba+\int_0^a\frac{b\,dx}{\sqrt{x^2+b^2}}
=a\operatorname{arsinh}\frac ba+b\operatorname{arsinh}\frac ab .$$

Hence

$$T_{\rm Si}=\frac{q}{\pi k_{\rm Si}}\left[w\operatorname{arsinh}\frac Lw+L\operatorname{arsinh}\frac wL\right]=1.3\ \text{K}.$$

**Interfaces.** A total interface resistance of $10^{-8}$ m² K/W, taken as a rough size, adds at most about $5\times10^{7}\times10^{-8}=0.5$ K when the flux is not allowed to spread. Together with the silicon this is 1.8 K, far less than the 27 K removed by spreading. The straight-down value therefore remains above the estimated rise, although with a real substrate it is no longer a theorem. Any rise of the whole chip above its surroundings must be added separately.

**Warmer silica conducts better.** Let the conductivity be $k(1+\beta T)$ with $\beta\approx10^{-3}$ K⁻¹, again a rough size. Define $\theta=T+\beta T^2/2$. Then $k(1+\beta T)\nabla T=k\nabla\theta$, so $\theta$ obeys the constant-conductivity problem already solved. Inverting the definition,

$$T=\frac{\sqrt{1+2\beta\theta}-1}{\beta},$$

and $\theta=44.4$ K becomes $T=43.4$ K.

**Heat carried along the metal.** Suppose the film is $d_m=0.1$ µm thick, has conductivity $k_m=20$ W/(m K), and ends in contacts at the sink temperature. Assign each length of oxide the conductance $g=P/(LT_c)$. The heat balance along the film is

$$k_md_mw\,\frac{d^2T}{dy^2}=gT-\frac PL .$$

With $\ell=\sqrt{k_md_mw/g}$ and $T=0$ at $y=\pm L/2$, the solution is

$$T=T_c\left[1-\frac{\cosh(y/\ell)}{\cosh(L/2\ell)}\right].$$

Averaging over $y$ gives a fractional reduction $(2\ell/L)\tanh(L/2\ell)$. Here $\ell=1.33$ µm and the reduction is 2.7%. Since $\ell$ is smaller than the oxide thickness, treating each slice of oxide separately is crude, and this figure gives a size and not a precise correction.

The same film also carries heat across its width, from the hot centre to the cooler edges, and this matters more. Its sheet conductance $k_md_m=2$ µW/K divided by the half-width of 1 µm is 2 W/(m K), comparable with the conductivity of silica. The flux into the oxide is then no longer uniform. Solving film and oxide together across the width, with the power still released uniformly in the metal, lowers the peak from 44.4 to 39.5 K, close to the isothermal value of 38.1 K.

**Air and radiation.** The warm surface is somewhat wider than the heater. A line source has $\int T\,dx=(p/\pi k)\,2\,(4t/\pi)(\pi^2/8)=pt/k$ over the whole surface, so the strip has $\int T\,dx=T_1w$. The equivalent width at temperature $T_c$ is $T_1w/T_c=3.22$ µm. Applying the half-space formula above to air of conductivity 0.026 W/(m K), with this width and a central rise $T_c$, gives a loss of 0.07 mW, or 0.7% of the power. The formula treats the surface beside the warm strip as insulating, whereas the cooler oxide there takes heat back from the air. Solving air and oxide together lowers the centre rise by 1.3%, or about 0.6 K, which is still small. For a black surface near $T_0=300$ K the radiated excess is about $4\sigma T_0^3T_1wL$, with $\sigma$ the Stefan–Boltzmann constant. This is $9\times10^{-5}$ mW. The linear form runs somewhat low at a rise this large: the full fourth-power law gives $1.1$ to $1.2\times10^{-4}$ mW. Either way it is about $10^{-5}$ of the power and can be ignored.

**A silica cover.** Covering the heater with 1 µm of silica, with an adiabatic upper surface and the same power and lower oxide, reduces the centre rise from 44.4 to 32.6 K in a finite-volume calculation. About a third of the heat enters the cover, spreads sideways there and descends beside the heater; the rest goes directly into the lower oxide. This is the largest of the corrections considered here.

**Use for a real device.** A strip of this kind can serve as a thermo-optic heater for a silicon waveguide. Suppose the waveguide lies between the heater and the substrate, with oxide above and below it. The total oxide thickness is then the $t$ to use: if it is 4 µm, the table gives 60 K instead of 44 K for an uncovered heater with uniform flux. A cover acts in the opposite direction. The waveguide is cooler than the heater, and its silicon core also changes the heat flow locally, so none of these heater temperatures should be used directly as the waveguide temperature.

For the stated 2 µm oxide without a cover, uniform flux gives a peak rise of 44 K. With the metal film assumed above, which evens out the temperature across the strip, a reasonable estimate is about 40 K. Both lie below the straight-down bound of 71 K. The numerical output following this solution lists most of the values used.

## Calculated quantities

```
heater width w = 2.0 um
heater length L = 100 um
oxide thickness t = 2.0 um
power P = 10.0 mW
silica conductivity k = 1.40 W/(m K)
heater flux q = 5.00e+07 W/m^2
1D upper bound T1 = 71.4 K
1D thermal resistance = 7.14 K/mW
spreading factor G(w/2) = 0.6212
series term n=1: 0.45594
series term n=3: 0.01053
series term n=5: 0.00079
centre rise Tc = 44.4 K
centre thermal resistance = 4.44 K/mW
centre rise, finite-volume grid = 44.4 K
centre rise, 3D image sum = 44.4 K
edge rise = 29.7 K
width-averaged rise Tm = 40.3 K
isothermal-heater rise = 38.1 K
45-degree rule = 39.2 K
w/t=0.5: centre/T1 0.419, mean/T1 0.389, 45-deg/T1 0.402
w/t=1.0: centre/T1 0.621, mean/T1 0.565, 45-deg/T1 0.549
w/t=4.0: centre/T1 0.965, mean/T1 0.865, 45-deg/T1 0.811
w/t=8: centre/T1 = 0.9985
rise at heater end, on axis = 22.2 K
axis rise averaged over length = 44.0 K
silicon conductivity = 140 W/(m K)
silicon heating, high estimate = 1.27 K
interface resistance = 1e-08 m^2 K/W
interface rise, high estimate = 0.50 K
spreading reduction T1-Tc = 27.1 K
silica conductivity slope beta = 1e-03 1/K
centre rise with k(T) = 43.4 K
heater film: 20 W/(m K), 0.1 um thick
healing length along heater = 1.33 um
mean reduction by cold contacts = 2.7 %
air conductivity = 0.026 W/(m K)
equivalent warm width = 3.22 um
heat lost to air = 0.071 mW
surroundings temperature = 300 K
heat radiated (black surface) = 8.7e-05 mW
silica cover thickness = 1.0 um
centre rise with silica cover = 32.6 K
```
